# Shockley's Electron Temperature and the Square-Root Drift Law

## Definitions and conventions

Electrons occupy a parabolic, spherical band, $\varepsilon=\hbar^2k^2/2m=mv^2/2$, and are nondegenerate. The lattice is held at temperature $T$. A uniform field of magnitude $F$ pushes them with force $eF$, and $v_d>0$ is the drift velocity along that force. The mobility is $\mu=v_d/F$, and $\mu_0$ is its value for $F\to0$. The constants $\hbar$, $k_B$ and $e$ are kept.

The part of the distribution that depends on energy alone is taken to be a Maxwellian,

$$f_0\propto e^{-\varepsilon/k_BT_e},\qquad x\equiv T_e/T .$$

This is an assumption. It requires electrons to share energy among themselves faster than they lose it to the lattice; the opposite case is treated later.

Two averages over this Maxwellian are needed. The mean speed is $\langle v\rangle=\sqrt{8k_BT_e/\pi m}$. With $a=m/2k_BT_e$,

$$\frac{\langle v^3\rangle}{\langle v\rangle}=\frac{\int_0^\infty v^5e^{-av^2}dv}{\int_0^\infty v^3e^{-av^2}dv}=\frac{1/a^3}{1/(2a^2)}=\frac{4k_BT_e}{m}. \tag{1}$$

The only scatterers are longitudinal acoustic phonons, with $\omega=sq$, in a crystal of density $\rho$ and volume $V$. A strain shifts the band edge by $\Xi\,\nabla\!\cdot\mathbf u$. The squared displacement amplitude of a mode is $\hbar/2\rho V\omega$, and the divergence supplies $q^2$. The squared matrix element is therefore

$$|M_q|^2=\frac{\Xi^2\hbar q}{2\rho Vs}\times\begin{cases}N_q+1&\text{emission}\\N_q&\text{absorption,}\end{cases}$$

where $N_q=1/(e^{\hbar\omega/k_BT}-1)$.

## Momentum relaxation

Phonon energies are assumed small against the electron energy (quasi-elastic scattering) and against $k_BT$ (equipartition), so that $N_q\approx N_q+1\approx k_BT/\hbar sq$. For emission, $\mathbf k\to\mathbf k-\mathbf q$, and dropping $\hbar\omega$ from energy conservation leaves

$$\delta\!\left(\frac{\hbar^2kq\cos\theta}{m}-\frac{\hbar^2q^2}{2m}\right).$$

Hence $\cos\theta=q/2k$, with $0<q<2k$. Integrating the delta function over $\cos\theta$ gives $m/\hbar^2kq$, so for any function $h(q)$

$$\sum_{\mathbf q}h(q)\,\delta=\frac{V}{4\pi^2}\int_0^{2k}\!q^2h(q)\frac{m}{\hbar^2kq}\,dq=\frac{Vm}{4\pi^2\hbar^2k}\int_0^{2k}\!q\,h(q)\,dq. \tag{2}$$

Absorption gives the same sum after $\mathbf q\to-\mathbf q$. Each collision removes the fraction $q\cos\theta/k=q^2/2k^2$ of the forward momentum. Adding both processes,

$$\frac1\tau=\frac{2\pi}{\hbar}\,\frac{\Xi^2\hbar q}{2\rho Vs}\,\frac{2k_BT}{\hbar sq}\sum_{\mathbf q}\frac{q^2}{2k^2}\,\delta .$$

The factors of $q$ in front cancel, so they may stand outside the sum. The remaining integral is $\int_0^{2k}q^3dq/2k^2=2k^2$, and

$$\frac1\tau=\frac{2\pi}{\hbar}\frac{\Xi^2k_BT}{\rho Vs^2}\cdot\frac{Vmk}{2\pi^2\hbar^2}=\frac{\Xi^2k_BT\,mk}{\pi\hbar^3\rho s^2}=\frac v\ell,\qquad \ell=\frac{\pi\hbar^4\rho s^2}{m^2\Xi^2k_BT}. \tag{3}$$

The mean free path $\ell$ does not depend on energy. A faster electron collides more often, in proportion to its speed.

## Mobility of heated electrons

Let $\vartheta$ be the angle between $\mathbf v$ and the force, and write $f=f_0+f_1\cos\vartheta$ with $f_1\ll f_0$. In the steady state the field term balances relaxation:

$$eFv\cos\vartheta\,\frac{df_0}{d\varepsilon}=-\frac{f_1\cos\vartheta}{\tau}\quad\Rightarrow\quad f_1=-eFv\tau\frac{df_0}{d\varepsilon}=\frac{eFv\tau}{k_BT_e}f_0 .$$

The drift velocity is the average of $v\cos\vartheta$. The angular average of $\cos^2\vartheta$ is $1/3$, and $v^2\tau=v\ell$, so

$$\mu=\frac{e\langle v^2\tau\rangle}{3k_BT_e}=\frac{e\ell\langle v\rangle}{3k_BT_e}. \tag{4}$$

Since $\langle v\rangle\propto T_e^{1/2}$ and $\ell$ depends on $T$ but not on $T_e$,

$$\mu=\mu_0\,x^{-1/2},\qquad \mu_0=\frac{e\ell}{3k_BT}\sqrt{\frac{8k_BT}{\pi m}} . \tag{5}$$

## Energy loss to the lattice

In the leading equipartition approximation, emission and absorption are equally frequent and no energy is lost. The loss comes from their small difference, which must be found before $N_q+1$ is replaced by $N_q$.

Pair each emission from energy $\varepsilon$ to $\varepsilon-\hbar\omega$ with the reverse absorption. Both have the same coupling and the same delta function. Their net number is proportional to

$$(N_q+1)f_0(\varepsilon)-N_qf_0(\varepsilon-\hbar\omega)=f_0(\varepsilon)\left[N_q+1-N_qe^{\hbar\omega/k_BT_e}\right].$$

Because $N_q+1=N_qe^{\hbar\omega/k_BT}$, the bracket is

$$N_q\left(e^{\hbar\omega/k_BT}-e^{\hbar\omega/k_BT_e}\right)\approx\frac{k_BT}{\hbar\omega}\left(\frac{\hbar\omega}{k_BT}-\frac{\hbar\omega}{k_BT_e}\right)=1-\frac{T}{T_e}. \tag{6}$$

The left side vanishes at $T_e=T$ before any expansion, as detailed balance demands. The difference is now explicit, so the elastic delta function may be used to leading order.

Each net emission carries away $\hbar sq$. Apart from the factor (6), an electron of wavenumber $k$ loses energy at the rate

$$B=\sum_{\mathbf q}\hbar sq\,\frac{2\pi}{\hbar}\frac{\Xi^2\hbar q}{2\rho Vs}\,\delta=\frac{\pi\Xi^2\hbar}{\rho V}\sum_{\mathbf q}q^2\delta .$$

By (2) the sum is $(Vm/4\pi^2\hbar^2k)\int_0^{2k}q^3dq=Vmk^3/\pi^2\hbar^2$. Using (3) to replace $\Xi^2$,

$$B=\frac{\Xi^2mk^3}{\pi\rho\hbar}=\frac{m^2s^2v^3}{k_BT\,\ell}. \tag{7}$$

The first form contains no $T$: this is the loss by spontaneous emission. Averaging with (1) gives the loss per electron,

$$P=\left(1-\frac T{T_e}\right)\frac{m^2s^2}{k_BT\ell}\,\frac{4k_BT_e}{m}\langle v\rangle=4ms^2\,\frac{\langle v\rangle}{\ell}\,\frac{T_e-T}{T}. \tag{8}$$

## The balance and Shockley's temperature

The field delivers $eFv_d=e\mu F^2$ to each electron. Setting this equal to $P$ and using (4),

$$\frac{e^2\ell\langle v\rangle F^2}{3k_BT_e}=4ms^2\frac{\langle v\rangle}{\ell}(x-1).$$

The mean speed cancels. Multiplying by $x\ell/(4ms^2\langle v\rangle)$ and using $k_BT_e=xk_BT$,

$$x(x-1)=\frac{e^2\ell^2F^2}{12ms^2k_BT}\equiv b. \tag{9}$$

To bring in the mobility, square (5): $\mu_0^2=8e^2\ell^2/(9\pi mk_BT)$, so $e^2\ell^2=9\pi mk_BT\mu_0^2/8$. Then $b=(9\pi/96)(\mu_0F/s)^2$, or

$$x(x-1)=\frac{3\pi}{32}\left(\frac{\mu_0F}{s}\right)^2 .$$

The positive root of this quadratic is Shockley's electron temperature,

$$\boxed{\frac{T_e}{T}=\frac12\left[1+\sqrt{1+\frac{3\pi}{8}\left(\frac{\mu_0F}{s}\right)^2}\,\right]} \tag{10}$$

Heating falls as $x^{-1/2}$ while loss grows as $x^{1/2}(x-1)$, so the two curves cross once and the steady state is stable. The field scale is set by $\mu_0F=s$: heating becomes substantial when the drift predicted by Ohm's law reaches the speed of sound.

## Drift velocity in weak and strong fields

From $v_d^2=\mu_0^2F^2/x$ and the balance,

$$v_d^2=\frac{32}{3\pi}\,s^2(x-1). \tag{11}$$

Let $r=\mu_0F/s$. For $r\ll1$, $x\approx1+3\pi r^2/32$, and $x^{-1/2}$ gives

$$v_d\approx\mu_0F\left(1-\frac{3\pi}{64}r^2\right).$$

For $r\gg1$, put $\alpha=\sqrt{3\pi/32}$. Expanding (10) gives $x\approx\alpha r+\tfrac12$. Since $32/3\pi=1/\alpha^2$, equation (11) becomes $v_d^2\approx(s^2/\alpha^2)(\alpha r-\tfrac12)$, and

$$v_d\approx\left(\frac{32}{3\pi}\right)^{1/4}\sqrt{\mu_0sF}\left(1-\frac1{4\alpha r}\right). \tag{12}$$

The leading term is the square-root law, with prefactor 1.357. The correction shows that the law is approached from below. This limit presumes equipartition, $2m\langle v\rangle s\ll k_BT$, that is $x\ll(\pi/32)\,k_BT/ms^2$. The condition fails as the electrons heat. Once spontaneous emission dominates, $1/\tau\propto\varepsilon$ while the loss still grows as $T_e^{3/2}$, and the drift rises only as $F^{1/5}$.

The scaling can be read from two balances. Momentum balance gives $v_d\propto F\ell/v_{th}$, where $v_{th}$ is the thermal speed. Energy balance gives $Fv_d\propto v_{th}^3$ by (7), since $1-T/T_e\to1$. Together, at fixed $T$, $v_{th}^4\propto F^2$, so both $v_{th}$ and $v_d$ grow as $\sqrt F$. A stronger field makes the electrons collide more often, which cancels half of the exponent in Ohm's law.

The local exponent follows by differentiating $x(x-1)\propto F^2$: $(2x-1)\,dx=2x(x-1)\,d\ln F$. Equation (11) gives $d\ln v_d=dx/2(x-1)$, hence

$$\frac{d\ln v_d}{d\ln F}=\frac{x}{2x-1}. \tag{13}$$

It runs from 1 at $x=1$ to $1/2$ at large $x$.

These results were tested by integrating the golden-rule rates numerically, with Bose factors and phonon energies retained, and finding the balance by root search. The sound speed was reduced a hundredfold to reach the quasi-elastic limit. For $r=0.5$, 2, 6, 100 and 400, $T_e$ and $v_d$ agreed with the formulas within 0.3%. Between $r=100$ and 400 the mean exponent was 0.502.

## Without electron–electron collisions

If electrons do not exchange energy, $f_0$ must be found from the flow of electrons along the energy axis. Let $g(\varepsilon)\propto\sqrt\varepsilon$ be the density of states. For a general smooth $f_0$, the net emission factor is

$$(N_q+1)f_0(\varepsilon)-N_qf_0(\varepsilon-\hbar\omega)\approx f_0+N_q\hbar\omega f_0'\approx f_0+k_BTf_0' ,$$

so phonons drive a downward flow $gB(f_0+k_BTf_0')$. The field changes an electron's energy at the rate $eFv\cos\vartheta$. Averaged with $f_1\cos\vartheta=-eF\ell f_0'\cos\vartheta$, this gives an upward flow $-g(e^2F^2v\ell/3)f_0'$. In the steady state the flows are equal:

$$\frac{f_0'}{f_0}=-\frac{B}{k_BTB+e^2F^2v\ell/3}.$$

Divide numerator and denominator by $k_BTB$ and let $u=\varepsilon/k_BT$. By (7), the field term becomes $e^2F^2\ell^2/(3m^2s^2v^2)=e^2F^2\ell^2/(6ms^2\varepsilon)=2b/u$. Therefore

$$\frac{d\ln f_0}{du}=-\frac{u}{u+2b}=-1+\frac{2b}{u+2b}\quad\Rightarrow\quad f_0\propto e^{-u}\left(1+\frac u{2b}\right)^{2b}. \tag{14}$$

This is the Davydov distribution. For $b\gg1$ it tends to $e^{-u^2/4b}$, which falls faster than a Maxwellian at high energy. Typical energies then scale as $u\sim\sqrt b\propto F$, so $v_{th}\propto\sqrt F$ and $v_d\propto F/v_{th}\propto\sqrt F$. The square-root law survives with a different prefactor. The golden-rule loss averaged over (14) matched $eFv_d$ within 0.3% at $r=2$ and 6, again with slow sound.

## Ellipsoidal valleys

Germanium has ellipsoidal valleys along $\langle111\rangle$. Keep $\Xi$ and $s$ isotropic and let the field lie along a cube axis, so that all valleys respond alike. Define

$$\frac1{m_c}=\frac13\sum_i\frac1{m_i},\qquad m_a=\frac13\sum_im_i .$$

On an energy surface write $k_i=\sqrt{2m_i\varepsilon}\,n_i/\hbar$. The states are spread uniformly over the directions of the unit vector $\mathbf n$, with $\overline{n_i^2}=1/3$. Two facts follow.

- The mean squared velocity along the field is $2\varepsilon/3m_c$, so $\mu=2e\langle\varepsilon\tau\rangle/(3k_BT_em_c)$.
- Scattering reaches all final states on the surface equally, so $\overline{q^2}=\overline{|\mathbf k-\mathbf k'|^2}=2\overline{k^2}=4m_a\varepsilon/\hbar^2$.

With $g$ now the density of states per spin, valley and volume, $1/\tau=(2\pi/\hbar)(\Xi^2k_BT/\rho s^2)g$ and $B=(\pi\Xi^2\hbar/\rho)\,g\,\overline{q^2}$. Eliminating $\Xi^2g$,

$$B=\frac{2m_as^2\varepsilon}{k_BT\,\tau},$$

which returns (7) for a sphere. Since $\tau\propto\varepsilon^{-1/2}$ still holds, its strength is proportional to $m_c\mu_0$. The loss is thus proportional to $m_as^2/(m_c\mu_0)$, while the heating is proportional to $\mu_0F^2$. Their ratio replaces (9) by

$$x(x-1)=\frac{3\pi}{32}\,\frac{m_c}{m_a}\left(\frac{\mu_0F}{s}\right)^2. \tag{15}$$

The arithmetic mean is never smaller than the harmonic mean. At fixed $\mu_0$ and $s$, anisotropy therefore reduces the heating.

## Worked example at 10 K

The parameters are rough values in the regime of pure n-type germanium: $T=10$ K, $m=0.20\,m_e$, $\rho=5.3$ g/cm³, $s=5.4\times10^5$ cm/s and $\Xi=10$ eV. Equations (3) and (5) give $\ell=5.1$ µm and $\mu_0=8.67\times10^5$ cm²/Vs. The field at which $\mu_0F=s$ is 0.62 V/cm.

At $F=4$ V/cm,

$$r=\frac{8.674\times10^5\times4}{5.4\times10^5}=6.43,\qquad x(x-1)=\frac{3\pi}{32}\,r^2=12.2,\qquad x=4.02 .$$

The electron temperature is $T_e=40$ K, and

$$v_d=\frac{8.67\times10^5\times4}{\sqrt{4.02}}=1.73\times10^6\ \text{cm/s}=17.3\ \text{km/s}.$$

Each electron dissipates $eFv_d=6.9$ meV/ns. The mean thermal speed is $8.8\times10^6$ cm/s, five times the drift. However, $f_1/f_0=eF\ell/k_BT_e=3v_d/\langle v\rangle\approx0.6$, so the assumption $f_1\ll f_0$ is poorly met here. By (9) this ratio equals $\sqrt{12(ms^2/k_BT)(1-1/x)}$, which is small at every field only if $12ms^2\ll k_BT$. The error from the omitted higher angular terms has not been sized separately.

The leading square-root law gives $1.86\times10^6$ cm/s, 7% above the full result; the correction in (12) accounts for this. By (13) the local exponent is 0.57, so within the equipartition model the law is approached but not yet reached. With phonon energies kept, the exponent does not settle at 1/2 for these parameters, as shown below.

## What limits the result

**Optical phonons.** They end the acoustic regime from above. With coupling $D$ and energy $\hbar\omega_0$, the golden rule gives an emission rate $\pi D^2g(\varepsilon-\hbar\omega_0)/\rho\omega_0$ at negligible phonon occupation, so electrons must exceed the threshold $\hbar\omega_0$. For 37 meV and $D=5.5\times10^8$ eV/cm, both rough, the optical loss at Shockley's temperature is 4% of the acoustic loss at 4 V/cm. At 8 V/cm it is twice the acoustic loss, and (10) no longer applies. These figures depend on the Maxwellian tail being kept filled. With the Davydov form (14) the ratio is only about $3\times10^{-6}$ at 4 V/cm and 0.05 at 8 V/cm. The field at which optical loss takes over therefore depends strongly on how well electrons share energy. For a Maxwellian, including optical loss at 4 V/cm lowers $T_e$ to 39.6 K and raises $v_d$ by less than 1%.

**Finite phonon energy.** A typical large phonon energy, $2m\langle v\rangle s=1.1$ meV, exceeds $k_BT=0.86$ meV, so equipartition is strained. Retaining Bose factors and phonon energies, with a relaxation time for momentum, nevertheless changes $T_e$ by only 1% and lowers $v_d$ by 3% at 4 V/cm. The slope changes more. The weak-field mobility is about 5% above $\mu_0$, and for acoustic scattering alone the local exponent is about 0.60 at 2 V/cm, 0.50 at 4 V/cm, 0.43 at 8 V/cm and 0.37 at 16 V/cm. At this lattice temperature the exponent passes through 1/2 and keeps falling, so the square-root law is not an asymptote.

**Shape of the distribution.** The Davydov form has nearly the same mean energy, equivalent to 40.3 K, but a drift velocity 9% lower in the quasi-elastic treatment. Without energy sharing, keeping phonon energies and all angular terms lowers the drift by roughly another 6%, to about $1.48\times10^6$ cm/s. At a density of $3\times10^{12}$ cm⁻³ the estimated Coulomb collision rate, $1.8\times10^9$ s⁻¹, merely equals the acoustic energy relaxation rate. The Maxwellian is then a borderline assumption. For electrons at 40 K, an equal density of charged impurities would scatter at about a tenth of the acoustic momentum rate, $1.7\times10^{10}$ s⁻¹. Because slower electrons scatter more strongly, this lowers the mobility at 40 K by about 12% and $v_d$ at 4 V/cm by about 10%. At 10 K in a weak field the two rates are comparable, and such impurities would roughly halve the mobility. The value of $\mu_0$ used here is therefore the acoustic one and requires far fewer charged impurities. Raising both densities improves energy sharing but makes the mobility less purely acoustic.

**Carrier supply.** At that density degeneracy is negligible. However, for uncompensated donors 10 meV deep whose ground state has only spin degeneracy, 25% of the electrons are free in equilibrium at 10 K. Low-lying valley–orbit states reduce this fraction, to 13% if all four valley states are degenerate. At 40 K, 12% of a Maxwellian population has enough energy to ionize a donor. The carrier density can therefore change with field, and a measured current need not follow $v_d(F)$.

**Comparison with real germanium.** At 4 V/cm, the spherical band is the assumption that moves the numbers most among those sized here. With masses 1.6 and $0.082\,m_e$, $m_c/m_a=0.20$. At the same $\mu_0$ and field, (15) gives $T_e=21.5$ K instead of 40 K, and $v_d=2.37\times10^6$ cm/s, 37% higher. The local exponent is then about 0.65, so 4 V/cm is still in the crossover. Reaching $x=4$ would take a field larger by $\sqrt{m_a/m_c}\approx2.2$. Equation (15) is quasi-elastic. Keeping phonon energies in the loss, but not in the mobility, raises this $T_e$ to about 23 K and lowers $v_d$ by about 3% at fixed coupling. The correction to the mobility is of similar size: a drifted-Maxwellian estimate that keeps phonon energies in both, at fixed weak-field mobility, gives about 22 K and a drift about 9% below that of (15). The estimate still omits transverse phonons and the anisotropy of the deformation potential, whose effects have not been sized. The spherical-band values illustrate Shockley's balance and are not predictions for a germanium sample. The remaining field values are in the numerical output.

## Computed values

```
INPUT (rough, germanium-like, spherical band)
lattice temperature T = 10.0 K, kT = 0.8617 meV
mass m = 0.200 m_e, density = 5.30 g/cm3
sound speed s = 5.400e+05 cm/s, Xi = 10.0 eV
MAIN RESULT
mean free path ell = 5.105 um
low-field mobility mu0 = 8.6743e+05 cm2/Vs
field with mu0 F = s: 0.6225 V/cm
main field F = 4.00 V/cm, mu0 F/s = 6.4254
x(x-1) = 12.1597, Te/T = 4.0227, Te = 40.23 K
mobility at Te = 4.3249e+05 cm2/Vs
drift velocity = 1.7299e+06 cm/s = 17.299 km/s
mean thermal speed at Te = 8.8108e+06 cm/s
power per electron = 6.9198 meV/ns
strong-field prefactor (32/3pi)^(1/4) = 1.3574
numerical slope d ln v/d ln F = 0.5022, prefactor = 1.3551
TABLE: F (V/cm), Te (K), v_d (cm/s), sqrt law (cm/s), optical/acoustic loss
 0.20    10.30  1.7098e+05  4.1548e+05   1.80e-13
 0.50    11.63  4.0212e+05  6.5693e+05   5.24e-12
 1.00    15.05  7.0708e+05  9.2904e+05   6.54e-09
 2.00    23.14  1.1405e+06  1.3139e+06   4.41e-05
 4.00    40.23  1.7299e+06  1.8581e+06   3.95e-02
 8.00    74.92  2.5353e+06  2.6277e+06   1.98e+00
NEGLECTED EFFECTS at the main field
phonon energy 2 m <v> s = 1.082 meV
real phonon energies: Te = 40.65 K, v_d = 1.6820e+06 cm/s
Davydov: 2<E>/3k = 40.33 K, v_d = 1.5742e+06 cm/s
optical phonon 37 meV, coupling 5.5e+08 eV/cm
with optical loss: Te = 39.64 K, v_d = 1.7426e+06 cm/s
ellipsoid masses = 1.60, 0.082 m_e
m_c = 0.1199 m_e, m_a = 0.5880 m_e, m_c/m_a = 0.2040
ellipsoids, same mu0: Te = 21.52 K, v_d = 2.3651e+06 cm/s
density n = 3.0e+12 cm-3, permittivity = 16
Coulomb collision rate (e-e or impurity) ~ 1.81e+09 1/s
acoustic momentum rate <v>/ell = 1.73e+10 1/s
acoustic energy relaxation rate = 1.77e+09 1/s
degeneracy: n/Nc of one valley at T = 2.20e-04
donor depth 10 meV: free fraction at zero field = 0.250
electrons at Te able to ionize a donor: fraction = 0.123
```
